# Mode-density change from altered springs, with band-edge weights

Suppose the heat capacity or free energy of a crystal with a few altered bonds is to be corrected by integrating the change of its phonon mode density. One has to decide what to add to the integral over the band. In the chain treated below, one stiffened bond removes half a mode from the band interior. The band integral alone would then give a classical heat-capacity error of $-k_B/2$. Adding the localised mode changes the error to $+k_B/2$. The missing piece is a weight $-1/2$ at the band edge, and with it the total is zero.

## The statement

Displacements are harmonic and multiplied by the square root of the mass. The dynamical matrix is $D_0$ before and $D=D_0+V$ after the springs change, with eigenvalues $\lambda=\omega^2$. Masses and the number of atoms stay fixed, and the altered lattice is stable. Atomic units ($\hbar=1$) are used in the algebra.

Let column $b_j$ of $B$ be the mass-weighted stretch vector of changed bond $j$, and let the diagonal matrix $\Gamma$ hold the spring changes. Then $V=B\Gamma B^T$. With $G_0(z)=(z-D_0)^{-1}$, define

$$\Delta(z)=\det\left(1-\Gamma B^TG_0(z)B\right),\qquad \theta(\lambda)=\arg\Delta(\lambda+i0),$$

with $\theta=0$ below the spectrum. The determinant has one row per changed bond. The claim is

$$\delta\rho(\lambda)=-\frac1\pi\frac{d\theta}{d\lambda},\qquad \int\delta\rho\,d\lambda=0 .$$

The derivative includes the jumps of $\theta$, at localised modes and at band edges.

## First derivation: the determinant

**Counting.** Take a finite lattice. Since $z-D=(z-D_0)(1-G_0V)$, and $\det(1-XY)=\det(1-YX)$,

$$\frac{\det(z-D)}{\det(z-D_0)}=\det(1-G_0B\Gamma B^T)=\Delta(z)=\prod_j\frac{z-\lambda_j}{z-\lambda_j^0}.$$

Just above the real axis, a factor $z-\lambda_j$ has phase $\pi$ if $\lambda_j>\lambda$ and $0$ if $\lambda_j<\lambda$. Hence $\theta/\pi$ is the number of new modes above $\lambda$ minus the number of old ones. This number falls by one when $\lambda$ passes a new mode, so $\delta\rho=-\theta'/\pi$.

**Infinite lattice.** At fixed complex $z$ the few entries of $B^TG_0B$ have a limit as the lattice grows. Logarithmic differentiation of the product gives

$$F(z)\equiv\frac{d\ln\Delta}{dz}=\mathrm{Tr}(G-G_0).$$

The expansion $G=1/z+D/z^2+\dots$ gives $F=\mathrm{Tr}V/z^2+\dots$ at large $z$. There is no $1/z$ term, because $D$ and $D_0$ have the same size.

Integrate $F/(2\pi i)$ anticlockwise around a circle enclosing both spectra. The result is the coefficient of $1/z$, which is zero. Now shrink the contour onto the real axis. There are three contributions:

- The band interior gives $-(1/\pi)\int\mathrm{Im}F(\lambda+i0)\,d\lambda=-(1/\pi)\int\theta'd\lambda$.
- A simple zero of $\Delta$ outside the band is a localised mode and gives $+1$.
- If $\Delta\sim(z-\lambda_e)^p$ at a band edge, then $F\approx p/(z-\lambda_e)$, and a small circle around the edge gives $p$.

Their sum is zero. Repeating the argument with $zF$ picks out the next coefficient: $\int\lambda\,\delta\rho\,d\lambda=\mathrm{Tr}V$.

**Two springs in a chain.** Let equal masses $m$ be joined by springs $k$, with $\kappa=k/m$. The springs on either side of atom 0 become $k(1+\varepsilon_1)$ and $k(1+\varepsilon_2)$, both positive. Write

$$z=\kappa(2-s-1/s),\qquad |s|<1.$$

Away from the source, $G_0$ decays as $G_n=G\,s^{|n|}$. At the source, $(z-2\kappa)G+2\kappa sG=1$, so $\kappa G(s-1/s)=1$ and $\kappa G=-s/(1-s^2)$.

The product $k\,b_i^TG_0b_j$ for bonds a distance $d$ apart is $\kappa(2G_d-G_{d+1}-G_{d-1})$. For the same bond it is $2\kappa G(1-s)=-2s/(1+s)$. For adjacent bonds it is $-\kappa G(1-s)^2=s(1-s)/(1+s)$. Therefore

$$\Delta=\left(1+\frac{2s\varepsilon_1}{1+s}\right)\left(1+\frac{2s\varepsilon_2}{1+s}\right)-\varepsilon_1\varepsilon_2\frac{s^2(1-s)^2}{(1+s)^2}.$$

Put $\sigma=\varepsilon_1+\varepsilon_2$ and $P=\varepsilon_1\varepsilon_2$. Because $4-(1-s)^2=(1+s)(3-s)$,

$$\Delta=1+\frac{2\sigma s+Ps^2(3-s)}{1+s}.\qquad(1)$$

Inside the band, $\lambda+i0$ corresponds to $s=e^{iq}$ with $0<q<\pi$. The top, $\lambda_m=4\kappa$, is at $s=-1$. There the numerator in (1) tends to $-2(\sigma-2P)$, while $1+s$ vanishes as $(\lambda-\lambda_m)^{1/2}$. So $p=-1/2$ unless $\sigma=2P$. In that special case $\Delta$ stays finite. Its limit is one plus the derivative of the numerator at $s=-1$, which is $1+2\sigma-9P=1-5P$. Real spring changes obey $\sigma^2\ge4P$, so $\sigma=2P$ requires $P\le0$ or $P\ge1$. The limit is therefore never zero, and $p=0$.

At the bottom, $s=1$ and $\Delta=1+\sigma+P=(1+\varepsilon_1)(1+\varepsilon_2)>0$, so there is no weight.

## Second derivation: counting standing waves

This route uses the same chain but no Green function. It finds the scattered waves and counts the modes that fit between distant ends.

**Transmission.** Set $\kappa=1$ and $s=e^{iq}$. A wave comes from the left:

$$u_n=s^n+rs^{-n}\ (n\le-1),\qquad u_n=ts^n\ (n\ge1).$$

Let $F_1=(1+\varepsilon_1)(u_0-u_{-1})$ and $F_2=(1+\varepsilon_2)(u_1-u_0)$ be the spring tensions. At atom 1, comparison with the unaltered equation, which $ts^n$ satisfies, gives $F_2=u_1-t=t(s-1)$. Hence

$$u_0=ts-\frac{t(s-1)}{1+\varepsilon_2}=\frac{t(1+\varepsilon_2s)}{1+\varepsilon_2}.$$

The equation of atom 0 is $\lambda u_0=F_1-F_2$, with $\lambda=-(1-s)^2/s$. So

$$F_1=-\frac{t(1-s)}{s(1+\varepsilon_2)}\left[(1-s)(1+\varepsilon_2s)+s(1+\varepsilon_2)\right]
=-\frac{t(1-s)}{s(1+\varepsilon_2)}\left(1+2\varepsilon_2s-\varepsilon_2s^2\right).$$

At atom $-1$ the same comparison gives $F_1=(1+r)-u_{-1}$. Since $u_{-1}=1/s+rs$, the combination $u_{-1}-s(1+r)$ equals $1/s-s$ and no longer contains $r$. Insert $1+r=u_{-1}+F_1$ and $u_{-1}=u_0-F_1/(1+\varepsilon_1)$:

$$(1-s)u_0-F_1\frac{1+\varepsilon_1s}{1+\varepsilon_1}=\frac{(1-s)(1+s)}{s}.$$

Multiplication by $s/(1-s)$ and insertion of $u_0$ and $F_1$ give

$$1+s=\frac{t\left[s(1+\varepsilon_1)(1+\varepsilon_2s)+(1+\varepsilon_1s)(1+2\varepsilon_2s-\varepsilon_2s^2)\right]}{(1+\varepsilon_1)(1+\varepsilon_2)}.$$

The square bracket expands to $1+s+2\sigma s+P(3s^2-s^3)$, which is $(1+s)\Delta$ with $\Delta$ from (1). Thus

$$t=\frac{(1+\varepsilon_1)(1+\varepsilon_2)}{\Delta}.\qquad(2)$$

**Scattering phases.** Formula (2) is symmetric in the two springs, so $t$ is the same from the right. Let $r'$ be the reflection amplitude from the right. The matrix taking incoming to outgoing amplitudes is

$$S=\begin{pmatrix}r&t\\t&r'\end{pmatrix}.$$

Energy conservation makes it unitary, so $r^*t+t^*r'=0$. Then $t^2-rr'=(t/t^*)(|t|^2+|r|^2)=t/t^*=e^{-2i\theta}$, and $\det S=-e^{-2i\theta}$. If the eigenvalues of $S$ are $e^{i\beta_1}$ and $e^{i\beta_2}$, then $\beta_1+\beta_2=\pi-2\theta$.

**Levels.** Put free ends at $n=\pm L$, with $N=2L+1$ atoms. A free end requires $u_{L+1}=u_L$, so each incoming amplitude is $e^{iqN}$ times the outgoing one on its side. The modes therefore obey

$$qN+\beta_j(q)=2\pi\times\text{integer},\qquad j=1,2.$$

These are two ladders of levels. For large $N$, the count on each ladder, averaged over one level spacing, is $(qN+\beta_j)/2\pi$ plus a constant. At $q\to0$ the defect becomes transparent, so the constants are the same as in the clean chain. The defect changes the averaged count below $q$ by $-2\theta/2\pi=-\theta/\pi$. Its derivative is again $\delta\rho=-\theta'/\pi$.

**The edge.** At $q=\pi$ and $\sigma\ne2P$, $\Delta$ diverges and $t=0$. All atoms with $n\ge1$ are then at rest, and the equations of motion, solved leftwards, put every other atom at rest too. Hence $1+r=0$. By symmetry $r'=-1$, so both $\beta_j$ equal $\pi$ modulo $2\pi$.

Since $N$ is odd, each ladder has a rung exactly at $q=\pi$. It is no mode, because its displacement vanishes. A ladder ending on such an empty rung has half a mode less than its averaged count. In the clean chain $\beta=0,\pi$, and one ladder ends this way; the other ends midway between rungs, with no deficit. With the defect both end on an empty rung. The change is $-1/2$, as found from the power $p$.

The chain still has $N$ modes. If $n_L$ are localised,

$$-\frac{\theta(\lambda_m^-)}{\pi}-\frac12+n_L=0.\qquad(3)$$

## What each derivation assumes

The determinant argument needs a harmonic host with a bounded spectrum, a known Green function and a limited set of changed springs. It holds in any dimension. The zero total comes from the equal size of the two matrices. If atoms are added or removed, the total is the number of coordinates gained or lost.

The standing-wave argument also needs free waves on both sides and one channel on each. It gives the transmission and shows where the half mode goes. Its averaged count is taken with $N\to\infty$ before $q$ approaches the edge. In three dimensions the channels would have to be summed.

A cut bond separates the two. For $\varepsilon_1=-1$, $\varepsilon_2=0$, equation (1) gives $\Delta=(1-s)/(1+s)$, which is $-i\tan(q/2)$ in the band. The phase is constant there, so the interior weight is zero. The bottom edge has $p=+1/2$ and the top $p=-1/2$. The determinant argument covers this case unchanged. The wave argument must be modified, since the defect is not transparent at $q\to0$.

Dimension matters as well. Take a simple cubic lattice with scalar displacements, unit mass and spring, and one spring $1+\varepsilon$. The equation of the source site, $zG_{00}-6(G_{00}-G_{01})=1$, gives

$$\Delta=1-\varepsilon\,\frac{zG_{00}(z)-1}{3}.$$

For $\varepsilon>0$, $\mathrm{Im}\,G_{00}<0$ makes $\mathrm{Im}\,\Delta>0$ throughout the band, so $\theta$ stays between $0$ and $\pi$. At the top, $z=12$, $G_{00}$ is finite. Numerical quadrature of $G_{00}(12)=\int_0^\infty[e^{-2t}I_0(2t)]^3dt$, with $I_0$ the modified Bessel function, shows that $\Delta(12)$ changes sign at $\varepsilon=1.476$. Below this threshold the band weight is zero and no mode is localised. Above it the band loses one mode and one localised mode appears. Away from threshold there is no edge weight, and band plus localised modes suffice.

## A plane of altered bonds in silicon

For longitudinal phonons at normal incidence on a (001) plane, each chain site stands for an atomic plane. Rough silicon values are a band top $E_m=0.064$ eV, a mass of 28 u and a plane spacing of 1.36 Å. Then $k=m\omega_m^2/4=6.86$ eV/Å$^2$. One spring is 40% stiffer and its neighbour 20% softer, so $\sigma=0.20$ and $P=-0.08$. These two changes are chosen, not taken from a particular interface.

**Phase.** Let $y=E/E_m=\sin(q/2)$. With $s=e^{iq}$, $1+s=2\cos(q/2)e^{iq/2}$, and the multiple-angle formulas turn (1) into

$$\mathrm{Re}\,\Delta=1+\sigma+P(1-8y^4),$$
$$\mathrm{Im}\,\Delta=\tan\frac q2\left[\sigma+2P(1+2y^2-4y^4)\right].$$

Here the square bracket is $0.04(1-4y^2)^2$, and the real part is $1.12+0.64y^4$. At $E=0.055$ eV, $y=0.859$, so $\mathrm{Re}\,\Delta=1.469$ and $\mathrm{Im}\,\Delta=0.257$. The phase is $0.173$, and the transmission is $1.12^2/|\Delta|^2=0.564$.

The phase touches zero at $y=1/2$, or 0.032 eV. It first rises from zero at low energy, then falls back to zero at this point and rises again beyond it. The density change therefore switches from positive to negative there: $+0.10$ per eV at 0.020 eV and $-0.82$ per eV at 0.040 eV. Near the top it is much larger, $-49$ per eV at 0.062 eV.

**Weights.** The real part stays positive, so $\theta$ rises to $\pi/2$ at the top. The band interior has weight $-1/2$, the edge $-1/2$, and (3) requires one localised mode. It is the root of

$$1+1.4s-0.24s^2+0.08s^3=0,\qquad -1<s<0,$$

namely $s=-0.632$. Then $\lambda/\lambda_m=(2-s-1/s)/4=1.054$, and the energy is $0.064\sqrt{1.054}=0.0657$ eV (15.9 THz), 0.0017 eV above the band. The amplitude decays over $1.36/\ln(1/0.632)=2.96$ Å.

With the soft spring held at $-20\%$, the stiff one must exceed $\varepsilon_1=0.2/1.4=0.143$ to bind a mode, from $\sigma=2P$. At that value all three weights vanish.

**Heat.** For a mode property $f$ that is smooth, or diverges no faster than $\omega^{-a}$ with $a<1$ as $\omega\to0$ (this includes $\ln\omega$), integration by parts gives

$$\delta\sum f=\frac1\pi\int_0^\infty\frac{df}{d\lambda}\,\theta\,d\lambda,$$

where $\theta=\pi$ between the band top and the localised mode. The restriction arises because here $\theta$ falls only as $\omega$ at low frequency. For $f=1/\omega$, the weight of a mode in the zero-temperature mean-square displacement, the integral diverges logarithmically. Gauss–Legendre quadrature at 300 K ($k_BT=0.02585$ eV) gives a free-energy change of $+0.00207$ eV and a heat-capacity change of $-0.029\,k_B$.

The classical free energy per mode is $k_BT\ln(\omega/k_BT)$. Since the numbers of modes match, its change is $\tfrac12k_BT\ln\Delta(0)=\tfrac12(0.02585)\ln1.12=0.00146$ eV. The classical heat capacity does not change at all, because each mode holds $k_B$ and the total is zero.

The first quantum term in the heat capacity per mode is $-k_B\omega^2/12(k_BT)^2$. Each changed spring adds $2k\varepsilon_j/m$ to $\mathrm{Tr}V$, so in energy units $\mathrm{Tr}V=\sigma E_m^2/2=4.10\times10^{-4}$ eV$^2$. This gives $-0.051\,k_B$, well above the full result in size. With $E_m/k_BT=2.5$, the higher terms are not small.

If both distant sides act as ideal heat baths, the channel conductance is $(k_B/h)\int c\,|t|^2dE$, with $c$ the mode heat capacity in units of $k_B$. It falls from 183 to 157 pW/K at 300 K, or by 14%.

**Against real silicon.** The chain's sound speed is 6.6 km/s; the real value for this direction is roughly 8 km/s. Springs of $0.15k$ between second-neighbour planes raise it to 8.4 km/s. Diagonalising a finite chain with these added moves the localised mode from 0.0017 to 0.0026 eV above the band. Making the middle plane 10% lighter instead moves it to 0.0028 eV. Both shifts exceed half of the original splitting, so the chain does not predict the splitting closely.

Anharmonicity is estimated here only in part. In the clean chain half of the mean mode energy is potential, which gives a mean-square bond stretch of mean energy over $k$, or 0.0047 Å$^2$ at 300 K. For a Morse bond of rough range parameter 1.5 Å$^{-1}$, a Gaussian average of the curvature at zero mean force multiplies the spring by $\exp(-1.5^2\times0.0047)$. This average alone softens the spring by 1% and lowers the band top by 0.0003 eV. The variance used is that of the chain, whose spring joins planes and is not a Si–Si bond. A three-dimensional Keating model gives a bond-stretch variance of 0.0032 to 0.0035 Å$^2$, so these figures indicate only the order of size. It leaves out the scattering of phonons by the cubic part of the bond energy, which is of the same order in temperature and is not computed here. The total anharmonic shift is therefore left open, and the harmonic splitting should not be read as a prediction at 300 K.

Geometry is a further restriction. These results hold for a whole plane of altered bonds and one in-plane wavevector. For a single stiff bond the threshold depends strongly on the lattice. In the scalar cubic model it is 148%, but that model does not represent silicon, whose transverse optical branches form a narrow band just below the top. In a Keating model of the diamond lattice, with stretch and bend constants of 48.5 and 13.8 N/m, raising the stretch constant of one bond by about 18% already binds a mode. An increase of 40% places it about 0.003 eV above the top. Oblique incidence and phonon damping are left out.
